# Why LDA gives localised H- and F- a positive highest eigenvalue

**Q:** I know H⁻ and F⁻ as stable ions. Roughly, it takes 0.8 eV to detach an electron from the first and 3.4 eV from the second. Yet my LDA calculation gives each a positive highest occupied eigenvalue, and a larger basis does not cure it. Is the basis still too small?

**A:** No, but "complete basis" has two meanings here, and they have different answers. Let me first fix the model. I use Hartree atomic units and a non-relativistic, spherical, spin-unpolarised LDA with Dirac exchange and Perdew–Wang correlation. The nuclear charge is $Z$, the electron number is $N=Z+1$, and the density is $n(r)$. Writing an orbital as $u(r)Y_{lm}/r$ removes the first radial derivative from the Laplacian and leaves

$$
-\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}+v(r)\Big]u=\varepsilon u,\qquad v=-\frac Zr+v_H+v_{xc}.
$$

I solve this inside a hard sphere of radius $R$, with $u(0)=u(R)=0$, so "complete" first means complete within that sphere. The highest occupied eigenvalues, in hartree, are:

| $R$ (bohr) | H⁻, 1s | F⁻, 2p |
|---|---:|---:|
| 12 | 0.062 | 0.0447 |
| 16 | 0.053 | 0.0434 |
| 20 | 0.049 | 0.0431 |

The values at 20 bohr correspond to about 1.3 eV and 1.2 eV. An independent calculation with ion-centred Gaussians gives 0.055 and 0.0448 hartree. Like the wall radius, the most diffuse exponent sets these values: one more diffuse function lowers them to 0.047 and 0.0433 hartree, still positive. The positive sign is therefore not due to poor resolution near the nucleus. The F⁻ level is nearly settled; the H⁻ level still depends visibly on the outer boundary.

**Q:** What does the outermost electron feel when it moves away from the ion?

**A:** Start with the Hartree potential. Let $\rho(r)=4\pi r^2n(r)$ be the charge per unit radius. Charge inside $r$ acts as if it sat at the centre, and a shell outside $r$ contributes its own constant potential:

$$
v_H(r)=\frac1r\int_0^r\rho(r')\,dr'+\int_r^\infty\frac{\rho(r')}{r'}\,dr'.
$$

The total charge is $N$, so the first integral equals $N-\int_r^\infty\rho\,dr'$. Hence

$$
v_H(r)=\frac Nr-\int_r^\infty\Big(\frac1r-\frac1{r'}\Big)\rho(r')\,dr'.
$$

The last term vanishes once little charge lies outside $r$, leaving $N/r$.

For exchange,

$$
E_x=-\frac34\Big(\frac3\pi\Big)^{1/3}\int n^{4/3}\,d^3r
\quad\Rightarrow\quad
v_x=\frac{\delta E_x}{\delta n}=-\Big(\frac{3n}{\pi}\Big)^{1/3},
$$

because differentiating $n^{4/3}$ supplies a factor $4/3$. The correlation potential approaches the same $n^{1/3}$ law as the density tends to zero. Both therefore eventually fall faster than $1/r$ if $n$ decays exponentially. In the dilute region around a localised ion,

$$
v(r)\simeq\frac{N-Z}{r}=+\frac1r .
$$

The approach to this form can be slow. At 15 bohr, $rv$ is 0.91 for F⁻ and 0.73 for H⁻. For H⁻ less than 0.01 electron lies beyond that radius, and the Hartree formula shows that this lowers $rv_H$ by less than 0.01. Nearly all of the missing 0.27 is thus the remaining exchange–correlation attraction.

**Q:** But an electron leaving H⁻ leaves behind a neutral atom. Why should a neutral atom repel it?

**A:** In LDA the departing electron is also repelled by its own charge. The Hartree potential is made from all $N$ electrons, including the one whose motion we follow. Without self-interaction that electron would see $N-1$ others, and the Coulomb tail would be

$$
\frac{(N-1)-Z}{r}=0 .
$$

To isolate the error, let $n_i=|\psi_i|^2$ be the density of one spin orbital and define

$$
w_i=v_H[n_i]+v_{xc}[n_i,0].
$$

The zero means that the other spin density is absent. For a single electron, exact exchange is $E_x=-E_H$ and correlation is zero. Differentiating gives $v_x=-v_H$, so $w_i=0$. In LDA, $v_H[n_i]$ tends to $1/r$ while $v_{xc}[n_i,0]$ fades with the local density. The cancellation fails, and outside the orbital $w_i\to+1/r$.

This one term does two things. Its tail is the repulsive tail of $v$, and its average over the orbital,

$$
\Delta_i=\langle\psi_i|w_i|\psi_i\rangle ,
$$

shifts the eigenvalue. I know of no reason in this argument for $\Delta_i$ to be positive for every orbital. For the highest orbitals here it is: 0.129 hartree in H⁻ and, with the 2p orbital density averaged over angles, 0.287 hartree in F⁻ (0.258 hartree if the angular shape of a real $p_z$ orbital is kept).

**Q:** Is that large enough to account for the wrong sign?

**A:** Yes. The Perdew–Zunger correction subtracts the self-interaction energy of each occupied spin orbital:

$$
E^{\rm SIC}=E^{\rm LDA}-\sum_i\big(E_H[n_i]+E_{xc}[n_i,0]\big).
$$

Varying $\psi_i^*$ turns each subtracted energy into its potential acting on $\psi_i$. The effective Hamiltonian for that orbital is therefore $h_{\rm LDA}-w_i$. If the LDA orbitals are kept fixed, its expectation value is $\varepsilon_i-\Delta_i$:

$$
\text{H}^-:\quad 0.0489-0.1292=-0.0803,
$$

$$
\text{F}^-:\quad 0.0431-0.2868=-0.2437 .
$$

Both signs are reversed. When all orbitals are then allowed to respond, the values become $-0.062$ and $-0.187$ hartree. The corrected products $rv$ at 15 bohr are $-0.016$ and $-0.004$, so the Coulomb tail has gone as well.

For F⁻ this correction uses spherically averaged orbital densities and neglects off-diagonal Lagrange multipliers, which would keep orbitals in different potentials orthogonal. It identifies the cause of the sign; it is not a precise prediction of a detachment energy.

**Q:** Could the correction have changed something else and produced the negative sign by accident?

**A:** H⁻ allows a clean check, because both electrons occupy one spatial orbital $\phi$. Leave out correlation for the moment. The total density is $n=2|\phi|^2$, so

$$
v_x[n]=-\Big(\frac{6|\phi|^2}{\pi}\Big)^{1/3}.
$$

Exchange acts only between equal spins, which gives the spin-scaling relation

$$
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow].
$$

Differentiating with respect to $n_\uparrow$ gives a factor 2 that cancels the $\tfrac12$, so the spin-up potential is $v_x[2n_\uparrow]$. For one electron with $n_\uparrow=|\phi|^2$, this is the same function as above. Subtracting the self-interaction therefore removes all of the LDA exchange potential and half of the Hartree potential:

$$
v_H[2|\phi|^2]+v_x[n]-v_H[|\phi|^2]-v_x[n]=v_H[|\phi|^2].
$$

Each electron now feels only the other. That is the Hartree–Fock equation for a closed-shell pair.

Numerically, the exchange-only corrected level is $-0.0462$ hartree, and a separate Gaussian-basis Hartree–Fock calculation gives $-0.0459$ hartree, which becomes $-0.0462$ hartree once one more diffuse function is added. For F⁻, Hartree–Fock gives $-0.181$ hartree. Hartree–Fock omits correlation, so these are reference levels, not exact ones. They do show that a method free of one-electron self-interaction gives both ions a negative highest level.

**Q:** If the LDA level is positive, what keeps the electron near the ion at all?

**A:** A barrier. Near the nucleus $v$ is attractive. Farther out it becomes positive, passes through a maximum, and then falls along the repulsive tail. (In the H⁻ sphere it rises slightly again next to the wall, where the density is forced to zero and the exchange–correlation attraction disappears.) At $R=20$ bohr:

- in H⁻ the maximum is 0.090 hartree near 4 bohr, against a level of 0.049 hartree;
- in F⁻ the maximum is 0.132 hartree near 4 bohr, against a level of 0.043 hartree.

Where the effective potential $V=v+l(l+1)/2r^2$ exceeds $\varepsilon$, the radial equation is $u''=2(V-\varepsilon)u$. If $V$ varies slowly, the local decay constant is $\kappa=\sqrt{2(V-\varepsilon)}$. For H⁻ at its maximum,

$$
\kappa=\sqrt{2(0.0897-0.0489)}=0.29\ \text{bohr}^{-1},
$$

which gives a rough local estimate of 3.5 bohr for the decay length. For F⁻ the 2p electron also has the centrifugal term, $1/r^2=0.065$ hartree at 3.93 bohr:

$$
\kappa=\sqrt{2(0.1317+0.0647-0.0431)}=0.55\ \text{bohr}^{-1},
$$

or about 1.8 bohr. This too is a rough local estimate: 3.93 bohr is a grid point on the flat top of $v$, whose maximum lies nearer 3.8 bohr, and with the centrifugal term $V$ itself peaks further in, near 2 bohr. The faster decay in F⁻ is consistent with its weaker dependence on the wall.

**Q:** Then the barrier binds the electron?

**A:** It delays escape, but it does not bind. With the tail $1/r$, the outer edge of the barrier for an s electron is where $1/r=\varepsilon$. For H⁻ this is

$$
r_{\rm out}\simeq\frac1{0.0489}\simeq20\ \text{bohr}.
$$

This is only an upper estimate, because the exchange–correlation attraction has not yet died away. With $rv=0.733$ at 15 bohr, $v=0.733/15=0.049$ hartree already equals the level, so in the 20-bohr sphere the H⁻ barrier ends near 15 bohr. For a p electron with the pure tail the condition is $1/r+1/r^2=\varepsilon$, or $\varepsilon r^2-r-1=0$. Its positive root for F⁻ is

$$
r_{\rm out}=\frac{1+\sqrt{1+4\varepsilon}}{2\varepsilon}\simeq24\ \text{bohr}.
$$

Beyond these radii the electron is again classically allowed. Far out the equation tends to $u''=-2\varepsilon u$, so $u$ oscillates with wave number $\sqrt{2\varepsilon}$ and does not decay. It cannot be normalised in infinite space. A positive level held behind a barrier is therefore at most a resonance: a state with a finite lifetime. I have not calculated that lifetime.

For F⁻ the spheres in the first table end before the outer edge. For H⁻ the 20-bohr sphere reaches past it, and there the wall itself holds the electron in. The walls suppress the escape, and so does a Gaussian basis without sufficiently distant functions. This is the first meaning of "complete": the region of the ion is described well, but the electron has nowhere else to go.

**Q:** And what if I add functions at any distance? Surely the calculation must then choose between keeping the electron and losing it.

**A:** It can choose a fraction, because LDA gives a smooth energy for fractional charge. Let orbital $i$ have occupation $f_i$. If $f_j$ changes, the energy changes directly through the density and kinetic energy of orbital $j$, and indirectly because all orbitals relax:

$$
\frac{\partial E}{\partial f_j}
=\langle\psi_j|h|\psi_j\rangle
+\sum_i f_i\Big(\Big\langle\frac{\partial\psi_i}{\partial f_j}\Big|h\Big|\psi_i\Big\rangle+\text{c.c.}\Big).
$$

Here $h$ is the Kohn–Sham Hamiltonian; its potential is the functional derivative of the external, Hartree and exchange–correlation energies. Since $h\psi_i=\varepsilon_i\psi_i$, the sum becomes

$$
\sum_i f_i\varepsilon_i\frac{\partial}{\partial f_j}\langle\psi_i|\psi_i\rangle=0,
$$

because every orbital stays normalised. This leaves Janak's relation. With the added charge shared equally within the outer shell, it reads

$$
\frac{dE}{dq}=\varepsilon(q),
$$

where $q$ is the electron number. As a check, a finite difference of energies for H⁻ at $q=1.9$ gives 0.0356 hartree, and so does the eigenvalue.

**Q:** My orbitals are fully occupied, though. How can a calculation with integer occupations lose a fraction?

**A:** By putting part of each orbital far away. For H⁻, take the doubly occupied orbital

$$
\psi=\sqrt{1-\eta/2}\;\psi_{\rm in}+\sqrt{\eta/2}\;\chi .
$$

Let $\psi_{\rm in}$ be confined to the original sphere, and let $\chi$ be a smooth function lying between distances $L$ and $2L$, outside that sphere. Both are normalised and they do not overlap, so $\psi$ is normalised too. Two electrons place a charge $2(\eta/2)=\eta$ in the outer part. The kinetic and local exchange–correlation energies separate into inner and outer contributions.

Now stretch the outer part. Its kinetic energy scales as $\eta/L^2$. Its Coulomb coupling to the ion scales as $\eta/L$ and its own Hartree energy as $\eta^2/L$. Its density scales as $\eta/L^3$, so its exchange energy scales as

$$
-\Big(\frac{\eta}{L^3}\Big)^{4/3}L^3=-\frac{\eta^{4/3}}L ,
$$

and low-density correlation follows the same law. Every far-charge term vanishes as $L\to\infty$. What remains is the inner ion with $N-\eta$ electrons:

$$
E(N-\eta)=E(N)-\varepsilon\eta+o(\eta).
$$

If $\varepsilon>0$, a small enough $\eta$ lowers the energy. The localised solution is therefore not a minimum in the larger space. For F⁻ the same construction works with a far part of weight $\eta/6$ in each of the six 2p spin orbitals, keeping the same angular function.

So, in the strict complete-basis limit of this model, an energy minimum cannot have a positive highest occupied eigenvalue. The statement "LDA gives a positive eigenvalue" belongs to the localised solution.

**Q:** How much of the electron does the ion retain?

**A:** A useful marker is the electron number $q_c$ at which $\varepsilon(q_c)=0$. With the inner part confined to 20 bohr, it is 1.715 for H⁻ and 9.875 for F⁻. Relative to the full anions, the charges beyond this marker are

$$
2-1.715=0.285,\qquad 10-9.875=0.125 .
$$

Moving these fractions to infinity lowers the energy by 0.0078 and 0.0028 hartree. By Janak's relation the gain is the area under the positive part of $\varepsilon(q)$. A straight line from zero to the anion's level gives

$$
\tfrac12(0.285)(0.0489)=0.0070,\qquad
\tfrac12(0.125)(0.0431)=0.0027\ \text{hartree},
$$

close to the calculated gains. For H⁻ the curve lies above the line at $q=1.9$: the level there is 0.0356 hartree, while the line gives $0.0489(1.9-1.715)/0.285=0.0317$ hartree. This agrees with the larger calculated area.

**Q:** Is the result then an ion with exactly $q_c$ electrons and an eigenvalue of exactly zero?

**A:** That does not follow. The energy at $q_c$, with the rest far away, is an upper bound to the lowest LDA energy. The far charge can have an energy below zero. Put a small charge $\eta$ into a distant lump of size $L$. With positive constants $t$, $b$ and $c$, its kinetic, Hartree and exchange energies are

$$
\frac{t\eta}{L^2}+\frac{b\eta^2-c\eta^{4/3}}{L}.
$$

For small $\eta$ the second numerator is negative, and for large enough $L$ it outweighs the kinetic term. Correlation lowers the energy further. LDA can thus bind dilute charge to itself, another self-interaction error. If spherical symmetry is given up, the escaped part of the H⁻ orbital can be divided among many such lumps. Their Coulomb coupling to the ion and to each other vanishes as they are moved apart at fixed $L$, so the bound at $q_c$ can be undercut. The strict limit need not be an eigenvalue of zero.

**Q:** Can the escape be seen directly, without assembling it from separate pieces?

**A:** Yes, by minimising the energy of H⁻ in larger spheres, with one doubly occupied orbital throughout:

| $R$ (bohr) | $\varepsilon$ (hartree) | $E$ (hartree) | charge beyond 15 bohr |
|---|---:|---:|---:|
| 20 | 0.049 | −0.5139 | 0.008 |
| 40 | 0.026 | −0.5157 | 0.184 |
| 80 | 0.009 | −0.5190 | 0.262 |

The last column sums the charge at the grid points beyond 15 bohr, so it is accurate only to about 0.002. The level and the energy fall while charge moves outwards. The sphere of 80 bohr is not yet the limit. The bound with the escaped charge at infinity is

$$
-0.51387-0.00776\simeq-0.5216\ \text{hartree},
$$

about 0.003 hartree lower. The program asserts both downward trends; its numerical check does not extend this sequence to infinite $R$.

**Q:** What should I conclude when another anion shows a positive LDA level?

**A:** First ask whether the basis can describe escape. If adding very diffuse functions moves charge outwards and lowers the level, the earlier basis was too confining. That alone does not prove escape, because a bound anion in a compact basis responds in the same way. Look at the sign as well: if the level ends below zero with the charge still near the nucleus, moving a small enough fraction of charge to infinity would raise the energy (a finite fraction in self-bound lumps can gain up to about 0.01 hartree per electron, so a level only slightly below zero is not conclusive); while it stays positive, the localised state is not a minimum in infinite space. If the level hardly moves, as for F⁻ between 16 and 20 bohr, that shows stability within the chosen region, not binding in infinite space.

The repulsive tail alone does not fix the sign of the level. Any localised singly charged atomic anion has $N-Z=1$ and hence the LDA tail $+1/r$, but a sufficiently attractive interior can still give a negative eigenvalue. Conversely, a neutral atom has $N-Z=0$: self-interaction remains, but this Coulomb barrier is absent. For H⁻ and F⁻ the self-interaction shift is larger than the binding that remains when it is removed, and this puts the localised level above zero.

## Numbers as computed

```
Energies in hartree, lengths in bohr, charges in electrons
1 hartree = 27.2114 eV
H- LDA eps, wall at 12 bohr: 0.06244 hartree
H- LDA eps, wall at 16 bohr: 0.05339 hartree
H- LDA eps, wall at 20 bohr: 0.04887 hartree
H- LDA eps, wall at 20 bohr: 1.330 eV
H- localised LDA energy: -0.51387 hartree
H- Gaussian-basis LDA energy: -0.51323 hartree
H- Gaussian-basis LDA eps: 0.05478 hartree
H- Hartree-Fock eps: -0.04592 hartree
H- LDA barrier top: 0.0897 hartree at r = 4.23 bohr
H- r*v at 15 bohr, LDA: 0.733 hartree bohr
H- r*v at 15 bohr, SIC: -0.016 hartree bohr
H- self-interaction shift: 0.1292 hartree
H- LDA eps minus shift: -0.0803 hartree
H- self-consistent SIC eps: -0.0624 hartree
H- electron number where eps = 0: 1.7152
H- energy gained by escape: 0.00776 hartree
H- at q = 1.9: dE/dq = 0.03560, eps = 0.03563 hartree
H- exchange-only SIC eps: -0.04619 hartree
F- LDA eps, wall at 12 bohr: 0.04467 hartree
F- LDA eps, wall at 16 bohr: 0.04342 hartree
F- LDA eps, wall at 20 bohr: 0.04310 hartree
F- LDA eps, wall at 20 bohr: 1.173 eV
F- localised LDA energy: -99.26396 hartree
F- Gaussian-basis LDA energy: -99.26309 hartree
F- Gaussian-basis LDA eps: 0.04483 hartree
F- Hartree-Fock eps: -0.18097 hartree
F- LDA barrier top: 0.1317 hartree at r = 3.93 bohr
F- r*v at 15 bohr, LDA: 0.912 hartree bohr
F- r*v at 15 bohr, SIC: -0.004 hartree bohr
F- self-interaction shift: 0.2868 hartree
F- LDA eps minus shift: -0.2437 hartree
F- self-consistent SIC eps: -0.1872 hartree
F- electron number where eps = 0: 9.8745
F- energy gained by escape: 0.00278 hartree
F- at q = 9.9: dE/dq = 0.00927, eps = 0.00929 hartree
H- wall 20 bohr: eps 0.04887, E -0.513870 hartree, charge beyond 15 bohr 0.0076
H- wall 40 bohr: eps 0.02619, E -0.515723 hartree, charge beyond 15 bohr 0.1842
H- wall 80 bohr: eps 0.00945, E -0.519029 hartree, charge beyond 15 bohr 0.2622
```
